**Langevin correlation times and the auxiliary Hamiltonian $H-E_L$**

The program tests that the drift-diffusion generator $L$ of Langevin variational Monte Carlo obeys $-\psi_T^{-1}L\psi_T=H-E_L(R)$, where $\psi_T$ is the trial function, $H$ the Hamiltonian and $E_L=H\psi_T/\psi_T$ the local energy. It asserts the operator identity symbolically for arbitrary functions of two coordinates. For a one-dimensional double well it asserts that the gaps of $H-E_L$ agree with the rates of a separately discretized probability-flow generator and with those of the Metropolis-Langevin transition kernel extrapolated to zero time step. Integrated correlation times from the spectral sum are compared with a direct quadrature, and a seeded simulation is compared with the predicted autocorrelations and variance of the mean. The output shows a first gap of 0.98 eV for $H-E_L$, against 3.57 eV for $H$. The position feels this slow mode, while the even local energy does not, and its integrated time is 42 times shorter. With the numerical ground state as trial function, the rates become the gaps of $H$. For a trial function with a node, the program asserts that the whole-line operator has a level below zero and that the process follows the spectrum of a single nodal pocket.

## Numerical verification

```python
"""
Result under test: the Langevin (drift-diffusion) generator
    L f = (K/2) f'' - K (v f)',   v = psi'/psi,
is similar to the auxiliary Hamiltonian: -psi^-1 L psi = H - E_L, where
H = -(K/2) d2/dx2 + V and E_L = (H psi)/psi. Its gaps are the decay rates of
autocorrelations in Langevin variational Monte Carlo with density psi^2.
K = hbar^2/m_e in eV angstrom^2; lengths in angstrom, energies in eV,
imaginary times in 1/eV. With nodes, each nodal pocket is treated separately.
Trial function: Gaussians of width b centred at +a and -a.
Potential: V = B ((x/a)^2 - 1)^2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, eigvalsh

K = const.hbar**2 / const.m_e / const.e * 1e20
HARTREE = const.physical_constants["Hartree energy in eV"][0]
a, b, B = 1.0, 0.5, 30.0


def potential(x):
    return B * ((x / a)**2 - 1)**2


def log_psi(x, width=b):
    return np.logaddexp(-(x - a)**2 / (2 * width**2),
                        -(x + a)**2 / (2 * width**2))


def drift_and_slope(x, width=b):
    """v = psi'/psi and its derivative."""
    alpha = 1 / width**2
    t = np.tanh(alpha * a * x)
    return -alpha * x + alpha * a * t, -alpha + (alpha * a)**2 * (1 - t * t)


def local_energy(x, width=b):
    v, dv = drift_and_slope(x, width)
    return potential(x) - K / 2 * (v * v + dv)


def hamiltonian_levels(x, u, count=None):
    """Finite-difference levels of -(K/2) d2/dx2 + u, zero at the ends."""
    h = x[1] - x[0]
    diag, off = K / h**2 + u, np.full(len(x) - 1, -K / (2 * h**2))
    if count is None:
        return eigh_tridiagonal(diag, off)
    return eigh_tridiagonal(diag, off, select="i", select_range=(0, count - 1))


def flow_rates(x, rho, count=4):
    """Decay rates from the probability current -(K/2) rho d(f/rho)/dx."""
    h = x[1] - x[0]
    middle = (rho[1:] + rho[:-1]) / 2
    leaving = np.zeros(len(x))
    leaving[:-1] += middle
    leaving[1:] += middle
    diag = K / 2 * leaving / (rho * h**2)
    off = -K / 2 * middle / (h**2 * np.sqrt(rho[1:] * rho[:-1]))
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select="i", select_range=(0, count - 1))


# Operator identity for arbitrary functions of two coordinates (K = 1)
q = sp.symbols("x y")
psi_s, phi_s, V_s = [sp.Function(n)(*q) for n in ("psi", "phi", "V")]
f_s = psi_s * phi_s
forward = sum(sp.diff(f_s, c, 2) / 2
              - sp.diff(f_s * sp.diff(psi_s, c) / psi_s, c) for c in q)


def apply_H(g):
    return -sum(sp.diff(g, c, 2) for c in q) / 2 + V_s * g


identity = -forward / psi_s - (apply_H(phi_s) - apply_H(psi_s) / psi_s * phi_s)
assert sp.simplify(sp.expand(identity)) == 0

# Auxiliary Hamiltonian against the probability-flow generator
x = np.linspace(-3.5, 3.5, 1401)
h = x[1] - x[0]
psi = np.exp(log_psi(x))
psi /= np.sqrt(h * np.sum(psi**2))
rho = psi**2
EL = local_energy(x)
levels, vectors = hamiltonian_levels(x, potential(x) - EL)
gaps = levels[1:] - levels[0]
flow = flow_rates(x, rho)
overlap = abs(np.sum(vectors[:, 0] * psi) * np.sqrt(h))
assert abs(levels[0]) < 5e-3 and abs(overlap - 1) < 1e-5
assert np.allclose(flow[1:4], gaps[:3], rtol=3e-3)

# Positive quadratic form for a function unrelated to psi
phi = np.exp(-(x - 0.3)**2 / 0.8)
dphi = -2 * (x - 0.3) / 0.8 * phi
form_H = h * np.sum(K / 2 * dphi**2 + (potential(x) - EL) * phi**2)
form_grad = h * np.sum(K / 2 * rho * np.gradient(phi / psi, h)**2)
assert form_grad > 0 and abs(form_H / form_grad - 1) < 3e-3

# Metropolis-Langevin transition kernel on a grid, two time steps
xk = np.linspace(-3, 3, 601)
hk = xk[1] - xk[0]
vk = drift_and_slope(xk)[0]
pk = np.exp(log_psi(xk))


def kernel_rates(step):
    move = xk[None, :] - xk[:, None] - K * step * vk[:, None]
    T = hk * np.exp(-move**2 / (2 * K * step)) / np.sqrt(2 * np.pi * K * step)
    weighted = T * pk[:, None] / pk[None, :]
    S = np.minimum(weighted, weighted.T)
    np.fill_diagonal(S, 0)
    stay = 1 - np.sum(S * pk[None, :] / pk[:, None], axis=1)
    S[np.diag_indices_from(S)] = stay
    mu = eigvalsh(S)[::-1]
    return -np.log(mu[1:3]) / step


step = 6e-4
rates_coarse, rates_fine = kernel_rates(step), kernel_rates(step / 2)
rates_zero = 2 * rates_fine - rates_coarse
assert np.allclose(rates_zero, gaps[:2], rtol=0.01)


# Spectral weights and integrated correlation times
def spectral_data(A):
    dA = A - h * np.sum(A * rho)
    variance = h * np.sum(dA**2 * rho)
    weights = (np.sqrt(h) * vectors[:, 1:].T @ (dA * psi))**2 / variance
    tau_sum = np.sum(weights / gaps)
    density = dA * rho
    F = h * (np.cumsum(density) - density / 2)
    tau_poisson = 2 / K * h * np.sum(F**2 / rho) / variance
    assert abs(np.sum(weights) - 1) < 1e-4
    assert abs(tau_sum / tau_poisson - 1) < 3e-3
    return variance, weights, tau_sum, tau_poisson


var_x, w_x, tau_x, tau_x_poisson = spectral_data(x)
var_E, w_E, tau_E, tau_E_poisson = spectral_data(EL)
assert w_E[0] < 1e-10 and w_x[1] < 1e-10
E_T = h * np.sum(EL * rho)

# Langevin simulation with Metropolis test, started in equilibrium
rng = np.random.default_rng(12345)
walkers, steps, short_steps = 20000, 1000, 50
p = np.array([1, 1, 2 * np.exp(-a * a / b**2)])
centre = rng.choice([a, -a, 0.0], size=walkers, p=p / p.sum())
pos = centre + b / np.sqrt(2) * rng.standard_normal(walkers)
start, start_E = pos.copy(), local_energy(pos) - E_T
v, dv = drift_and_slope(pos)
lp = log_psi(pos)
sum_E, accepted = np.zeros(walkers), 0.0
for k in range(1, steps + 1):
    noise = np.sqrt(K * step) * rng.standard_normal(walkers)
    new = pos + K * step * v + noise
    v_new, dv_new = drift_and_slope(new)
    lp_new = log_psi(new)
    back = pos - new - K * step * v_new
    log_ratio = 2 * (lp_new - lp) - (back**2 - noise**2) / (2 * K * step)
    ok = np.log(1 - rng.random(walkers)) < log_ratio
    accepted += ok.mean() / steps
    pos, v = np.where(ok, new, pos), np.where(ok, v_new, v)
    dv, lp = np.where(ok, dv_new, dv), np.where(ok, lp_new, lp)
    now_E = potential(pos) - K / 2 * (v * v + dv) - E_T
    sum_E += now_E
    if k == short_steps:
        product_E = start_E * now_E / var_E
product_x = start * pos / var_x
t_long, t_short = steps * step, short_steps * step
C_x, C_E = product_x.mean(), product_E.mean()
err_x = product_x.std() / np.sqrt(walkers)
err_E = product_E.std() / np.sqrt(walkers)
C_x_pred = np.sum(w_x * np.exp(-gaps * t_long))
C_E_pred = np.sum(w_E * np.exp(-gaps * t_short))
# allowance: five standard errors plus 0.01 for the finite time step
assert abs(C_x - C_x_pred) < 5 * err_x + 0.01
assert abs(C_E - C_E_pred) < 5 * err_E + 0.01
var_mean = np.var(sum_E / steps)
var_mean_pred = 2 * var_E / t_long * np.sum(
    w_E * (1 / gaps - (1 - np.exp(-gaps * t_long)) / (gaps**2 * t_long)))
var_mean_long = 2 * var_E * tau_E / t_long
# allowance: sampling error of a variance and the finite time step
assert abs(var_mean / var_mean_pred - 1) < 0.08

# Exact ground state as trial function: rates become gaps of H
E_H, vec_H = hamiltonian_levels(x, potential(x), 3)
psi0 = np.abs(vec_H[:, 0])
keep = psi0 > 1e-6 * psi0.max()
flow_exact = flow_rates(x[keep], psi0[keep]**2, 3)
assert np.allclose(flow_exact[1:], E_H[1:] - E_H[0], rtol=3e-3)
assert abs((E_H[1] - E_H[0]) / gaps[0] - 1) > 0.1

# Same H, other trial widths
scan = []
for width in (0.4, 0.5, 0.6):
    r = np.exp(2 * log_psi(x, width))
    r /= h * r.sum()
    e_loc = local_energy(x, width)
    lev = hamiltonian_levels(x, potential(x) - e_loc, 2)[0]
    gap = lev[1] - lev[0]
    assert abs(flow_rates(x, r, 2)[1] / gap - 1) < 0.01
    scan.append((width, h * np.sum(r * e_loc), gap))

# Trial function with a node, x exp(-x^2/(2 b^2))
u_node = K / 2 * (x**2 / b**4 - 3 / b**2)
full = hamiltonian_levels(x, u_node, 4)[0]
xp = h * np.arange(1, 701)
half = hamiltonian_levels(xp, K / 2 * (xp**2 / b**4 - 3 / b**2), 2)[0]
xc = h * (np.arange(600) + 0.5)
pocket = flow_rates(xc, xc**2 * np.exp(-xc**2 / b**2), 2)
unit = K / b**2
assert np.allclose(full, unit * np.array([-1, 0, 1, 2]), atol=2e-3 * unit)
assert np.allclose(half, pocket, atol=3e-3 * unit)
assert abs(half[1] / unit - 2) < 3e-3

print(f"hbar^2/m_e = {K:.4f} eV angstrom^2")
print(f"a = {a:.2f} angstrom, b = {b:.2f} angstrom, B = {B:.1f} eV")
print(f"trial energy = {E_T:.3f} eV")
print(f"standard deviation of E_L = {np.sqrt(var_E):.3f} eV")
print(f"ground energy of H = {E_H[0]:.3f} eV")
print(f"first two gaps of H = {E_H[1]-E_H[0]:.3f}, {E_H[2]-E_H[0]:.3f} eV")
print("rates with exact ground state as trial = "
      f"{flow_exact[1]:.3f}, {flow_exact[2]:.3f} eV")
print(f"lowest level of H - E_L = {levels[0]:.5f} eV")
print("gaps of H - E_L = " + ", ".join(f"{g:.4f}" for g in gaps[:3]) + " eV")
print("flow-generator rates = "
      + ", ".join(f"{g:.4f}" for g in flow[1:4]) + " eV")
print(f"first gap = {gaps[0]/HARTREE:.5f} hartree")
print(f"inverse first gap = {1/gaps[0]:.4f} 1/eV")
print(f"inverse first gap = {HARTREE/gaps[0]:.2f} 1/hartree")
print(f"inverse second gap = {1/gaps[1]:.5f} 1/eV")
print(f"quadratic form from H - E_L = {form_H:.4f} eV angstrom")
print(f"quadratic form from gradient = {form_grad:.4f} eV angstrom")
for s, r in ((step, rates_coarse), (step / 2, rates_fine), (0, rates_zero)):
    print(f"kernel rates, step {s:.1e} 1/eV: {r[0]:.4f}, {r[1]:.4f} eV")
print(f"weight of first mode in x = {w_x[0]:.5f}")
print(f"weight of second mode in E_L = {w_E[1]:.5f}")
print(f"weight of fourth mode in E_L = {w_E[3]:.5f}")
print(f"integrated time of x, spectral = {tau_x:.4f} 1/eV")
print(f"integrated time of x, Poisson = {tau_x_poisson:.4f} 1/eV")
print(f"integrated time of E_L, spectral = {tau_E:.5f} 1/eV")
print(f"integrated time of E_L, Poisson = {tau_E_poisson:.5f} 1/eV")
print(f"ratio of integrated times x/E_L = {tau_x/tau_E:.1f}")
print(f"walkers = {walkers}, steps = {steps}, step = {step:.1e} 1/eV")
print(f"acceptance = {accepted:.4f}")
print(f"x autocorrelation at {t_long:.2f} 1/eV: simulated = "
      f"{C_x:.4f} +- {err_x:.4f}, spectral = {C_x_pred:.4f}")
print(f"E_L autocorrelation at {t_short:.3f} 1/eV: simulated = "
      f"{C_E:.4f} +- {err_E:.4f}, spectral = {C_E_pred:.4f}")
print(f"variance of time-averaged E_L, simulated = {var_mean:.3f} eV^2")
print(f"same, finite-time formula = {var_mean_pred:.3f} eV^2")
print(f"same, long-time formula = {var_mean_long:.3f} eV^2")
for width, energy, gap in scan:
    print(f"b = {width:.1f} angstrom: trial energy = {energy:.3f} eV, "
          f"first gap = {gap:.4f} eV")
print("nodal trial, full-line levels = "
      + ", ".join(f"{e:.3f}" for e in full) + " eV")
print(f"nodal trial, pocket levels = {half[0]:.3f}, {half[1]:.3f} eV")
print(f"nodal trial, flow rates = {pocket[0]:.3f}, {pocket[1]:.3f} eV")
print("all assertions hold")
```

Running it gives:

```
hbar^2/m_e = 7.6200 eV angstrom^2
a = 1.00 angstrom, b = 0.50 angstrom, B = 30.0 eV
trial energy = 23.065 eV
standard deviation of E_L = 25.419 eV
ground energy of H = 17.256 eV
first two gaps of H = 3.572, 27.676 eV
rates with exact ground state as trial = 3.572, 27.676 eV
lowest level of H - E_L = -0.00010 eV
gaps of H - E_L = 0.9815, 28.7086, 34.8550 eV
flow-generator rates = 0.9816, 28.7088, 34.8555 eV
first gap = 0.03607 hartree
inverse first gap = 1.0189 1/eV
inverse first gap = 27.72 1/hartree
inverse second gap = 0.03483 1/eV
quadratic form from H - E_L = 21.4232 eV angstrom
quadratic form from gradient = 21.4220 eV angstrom
kernel rates, step 6.0e-04 1/eV: 0.9563, 29.1236 eV
kernel rates, step 3.0e-04 1/eV: 0.9691, 28.9214 eV
kernel rates, step 0.0e+00 1/eV: 0.9820, 28.7191 eV
weight of first mode in x = 0.92762
weight of second mode in E_L = 0.40868
weight of fourth mode in E_L = 0.30786
integrated time of x, spectral = 0.9472 1/eV
integrated time of x, Poisson = 0.9472 1/eV
integrated time of E_L, spectral = 0.02257 1/eV
integrated time of E_L, Poisson = 0.02257 1/eV
ratio of integrated times x/E_L = 42.0
walkers = 20000, steps = 1000, step = 6.0e-04 1/eV
acceptance = 0.9994
x autocorrelation at 0.60 1/eV: simulated = 0.5324 +- 0.0060, spectral = 0.5148
E_L autocorrelation at 0.030 1/eV: simulated = 0.2331 +- 0.0148, spectral = 0.2438
variance of time-averaged E_L, simulated = 46.137 eV^2
same, finite-time formula = 46.387 eV^2
same, long-time formula = 48.611 eV^2
b = 0.4 angstrom: trial energy = 21.826 eV, first gap = 0.2186 eV
b = 0.5 angstrom: trial energy = 23.065 eV, first gap = 0.9815 eV
b = 0.6 angstrom: trial energy = 27.946 eV, first gap = 1.8772 eV
nodal trial, full-line levels = -30.480, -0.000, 30.479, 60.957 eV
nodal trial, pocket levels = -0.000, 60.957 eV
nodal trial, flow rates = -0.000, 60.961 eV
all assertions hold
```
